# Load-line stability of a dc discharge with negative differential resistance

## What goes wrong at fixed voltage

Suppose a low-current discharge needs less voltage as its current rises. Set an ideal voltage source to precisely the value required at 1 µA. A fluctuation then raises the current slightly. The discharge now needs less than the source supplies, the excess voltage increases ionization, and the current rises further. A downward fluctuation runs the other way. The operating point exists as a solution of the static equations, but the discharge does not stay there.

A series resistor $R$ can cure this. Its load line is

$$V=V_s-RI ,$$

where $V_s$ is the source voltage, $V$ the discharge voltage and $I$ the current, all positive. Operating points lie where this line meets the static characteristic $V_d(I)$. The intersection alone says nothing about stability, because it contains no time. A law for the response of the current to a wrong voltage is needed first.

## First case: weak current, uniform field

Take parallel plates a distance $d$ apart, with $x$ measured from the cathode. Let $E$ be the magnitude of the field, $\alpha(E)$ the number of ionizations per electron and unit length, $v$ the ion speed, and $\gamma$ the number of electrons released per ion reaching the cathode. Electrons cross the gap in negligible time. The discharge is laterally uniform.

If the electron current at the cathode is $i(t)$, the avalanche carries $i\,e^{\alpha x}$ at $x$ and creates an ion current $\alpha e^{\alpha x}i\,dx$ in $dx$. These ions reach the cathode after a time $x/v$. Hence

$$i(t)=\gamma\int_0^d \alpha e^{\alpha x}\,i(t-x/v)\,dx .$$

For constant $i$ this requires $M=1$, where

$$M=\gamma\,(e^{\alpha d}-1),\qquad\text{so}\qquad \theta\equiv\alpha d=\ln(1+1/\gamma).$$

Now let $i$ vary little during an ion transit, so that $i(t-x/v)\simeq i-(x/v)\,di/dt$. The integral becomes $Mi-\tau\,di/dt$, and therefore

$$\tau\frac{di}{dt}=(M-1)\,i,\qquad \tau=\frac{\gamma}{v}\int_0^d\alpha x e^{\alpha x}dx .$$

Integration by parts gives

$$\tau=\frac{\gamma}{v}\left[d\,e^{\alpha d}-\frac{e^{\alpha d}-1}{\alpha}\right]
=\frac dv\left(1+\gamma-\frac1\theta\right).$$

The last form uses $\gamma e^{\alpha d}=1+\gamma$ and $\gamma(e^{\alpha d}-1)=1$, both valid at balance. As a limit, let $\gamma\to0$. Then $\theta\to\infty$ and $\tau\to d/v$: nearly all ions are born beside the anode and cross the whole gap.

In slow motion the total current is the electron current plus the ion current at the cathode, $I=i(1+1/\gamma)$. It obeys the same growth law as $i$.

## Second case: a characteristic with a slope

At finite current the ion charge changes the field, so $M$ depends on both $V$ and $I$. The static characteristic is defined by $M(V_d(I),I)=1$. Expanding in $V$ about this curve gives $M-1\simeq k\,[V-V_d(I)]$ with $k=\partial M/\partial V>0$, and

$$\frac{dI}{dt}=\frac{kI}{\tau}\,[V-V_d(I)] . \tag{1}$$

Let $I_0$ be an operating point and $R_d=dV_d/dI$ the slope there. Write $V=V_0+\delta V$ and $I=I_0+\delta I$. The bracket vanishes at the operating point, so the variation of the prefactor $I$ does not contribute at first order:

$$L\frac{d\,\delta I}{dt}=\delta V-R_d\,\delta I,\qquad L=\frac{\tau}{kI_0}. \tag{2}$$

The discharge behaves as a resistance $R_d$ in series with an inductance $L$. No magnetic field is involved. $L$ measures how long the ion feedback takes to change the current.

## Adding the resistor, without capacitance

With no parallel capacitance, the current through the resistor is the discharge current at every instant. The source is constant, so $\delta V=-R\,\delta I$. Equation (2) becomes

$$\frac{d\,\delta I}{dt}=\lambda\,\delta I,\qquad \lambda=-\frac{R+R_d}{L}. \tag{3}$$

Perturbations decay if $R+R_d>0$ and grow if $R+R_d<0$. On a negative branch the condition is $R>|R_d|$. The resistor works because a rise of current costs the discharge a voltage $R\,\delta I$, while the discharge's own requirement falls by $|R_d|\,\delta I$. When the first is larger, the discharge is left short of voltage and the current returns.

Two limits agree with this picture. For $R\to0$ the rate is $|R_d|/L>0$, the instability of the opening paragraph. For $R_d>0$ the point is stable even without a resistor.

Equation (1) also tells where a large perturbation goes. On the load line, $dI/dt$ has the sign of

$$F(I)=V_s-RI-V_d(I).$$

Take $V_d=V_b-aI^2$ with $a>0$, a form derived below. Then

$$F=aI^2-RI+(V_s-V_b)=a(I-I_1)(I-I_2),\qquad I_1+I_2=R/a .$$

For $I_1<I_2$, $F$ is positive below $I_1$, negative between the roots and positive above $I_2$. The lower intersection attracts and the upper one repels. If $V_s>V_b$, both roots are positive, and a discharge at $I_2$ falls to $I_1$ or runs away upward, depending on the sign of the first disturbance. If $V_s\le V_b$, there is no lower operating point with a positive current, and a downward disturbance extinguishes the discharge. Stability at $I_1$ is local, since a kick beyond $I_2$ is not recovered. If the roots merge, $R+R_d=0$ and $F\ge0$, so an upward disturbance escapes although the linear rate is zero.

## Where the negative slope comes from

Use the ionization law $\alpha=Ap\,e^{-Bp/E}$, with gas pressure $p$ and constants $A$, $B$. Define $b=Bp/E$ at breakdown. From $\alpha d=\theta$,

$$b=\ln\frac{Apd}{\theta},\qquad V_b=Ed=\frac{Bpd}{b}.$$

The first derivative is $\alpha'=\alpha Bp/E^2=\alpha b/E$. Since $M$ depends on $V=Ed$ through $\alpha d$, the gain is

$$k=\gamma e^{\alpha d}\,d\,\frac{\alpha'}{d}=(1+\gamma)\frac{\alpha b}{E}=(1+\gamma)\frac{\theta b}{V_b}.$$

Differentiating again,

$$\alpha''=\alpha'\frac{Bp}{E^2}-\frac{2\alpha Bp}{E^3}=\alpha'\,\frac{b-2}{E}.$$

Let $u=(d-x)/d$ run from anode to cathode. The total current density $j$ is uniform, and electrons carry the fraction $e^{-\theta u}$ of it. Ions carry $1-e^{-\theta u}$, so their charge density is $(j/v)(1-e^{-\theta u})$. The electron charge is neglected because electrons are fast. Gauss's law makes the field grow toward the cathode:

$$\frac{dE}{du}=\frac{jd}{v\varepsilon_0}(1-e^{-\theta u}).$$

Its integral is $(jd/v\varepsilon_0)\,g(u)$ plus a constant, with $g=u-(1-e^{-\theta u})/\theta$. The constant follows from $\int E\,dx=V$. With $\bar g$ the mean of $g$, the departure from the breakdown field is

$$\delta E=\frac{V-V_b}{d}+\frac{jd}{v\varepsilon_0}(g-\bar g).$$

Balance still requires $\int\alpha\,dx=\theta$. To second order in $\delta E$,

$$\alpha'\int\delta E\,dx+\tfrac12\alpha''\int\delta E^2dx=0 .$$

The first integral is $V-V_b$. In the second, the voltage shift is already of second order and may be dropped, leaving $(jd/v\varepsilon_0)^2\,d\,S$ with $S=\int_0^1(g-\bar g)^2du$. Hence

$$V_d=V_b-\frac{b-2}{2E}\left(\frac{j}{v\varepsilon_0}\right)^2d^3S . \tag{4}$$

This is $V_b-aI^2$, since $j=I/\text{area}$, and the slope is $R_d=-2aI$. It is negative if $b>2$, where $\alpha(E)$ curves upward: the region of raised field then gains more ionization than the region of lowered field loses. For $b<2$ this mechanism gives a positive slope.

To evaluate $S$, drop constants from $g$ and take the variance of $u+e^{-\theta u}/\theta$:

$$S=\frac1{12}+\frac2\theta\left(q-\frac{m_1}2\right)+\frac{m_2-m_1^2}{\theta^2},$$

where $m_1=(1-e^{-\theta})/\theta$, $m_2=(1-e^{-2\theta})/(2\theta)$ and $q=\int_0^1ue^{-\theta u}du=[1-(1+\theta)e^{-\theta}]/\theta^2$. For $\theta\to\infty$ this tends to $1/12$, the value for uniform ion charge.

## Putting the capacitance back

Let $C$ be the total capacitance across the discharge, including the gap itself. The resistor current now divides:

$$C\frac{dV}{dt}=\frac{V_s-V}{R}-I .$$

For perturbations proportional to $e^{\lambda t}$, this and (2) give

$$\left(C\lambda+\frac1R\right)\delta V=-\delta I,\qquad (L\lambda+R_d)\,\delta I=\delta V .$$

Eliminating $\delta V$ and multiplying by $R$,

$$RLC\,\lambda^2+(L+RR_dC)\,\lambda+(R+R_d)=0 . \tag{5}$$

The leading coefficient is positive. Both roots have negative real parts if and only if the other two coefficients are positive as well: a complex pair has the real part $-(L+RR_dC)/(2RLC)$, and real roots need a negative sum and a positive product. On a negative branch the two conditions combine into

$$|R_d|<R<\frac{L}{C|R_d|}. \tag{6}$$

As $C\to0$ the upper limit recedes, one root becomes (3) and the other becomes the fast charging rate $-1/(RC)$. Stability is safe from the capacitance if $C\ll L/(R|R_d|)$. For the rate (3) to hold as well, the two roots must be well separated, which requires $RLC(R+R_d)\ll L^2$, or $C\ll L/[R(R+R_d)]$. For $R>|R_d|$ on a negative branch, both conditions together amount to $C\ll L/R^2$, and this is what "absent" capacitance means. As $C\to\infty$ the capacitor holds the voltage fixed, and the growth rate $|R_d|/L$ returns whatever the resistor. The window (6) closes at $C=L/R_d^2$.

At the upper limit the middle coefficient vanishes and the roots are $\pm i\omega$, with

$$\omega^2=\frac{1-|R_d|/R}{LC}.$$

The instability there is an oscillation. The capacitor supplies current that the resistor cannot withhold, and a larger resistor makes matters worse because it recharges the capacitor more slowly.

## What the resistor cannot see

Divide the discharge into two equal columns sharing one voltage, each much wider than the gap so that its field is one-dimensional. Each carries half the current, so each has slope $2R_d$ and inertia $2L$. If one gains what the other loses, the total current and the voltage do not change. Equation (2) for one column gives $2L\lambda=-2R_d$, or $\lambda=|R_d|/L$. This growth is independent of $R$ and $C$. Only coupling between columns, such as sideways spreading of the avalanches, can oppose it. Condition (6) concerns the total current of a discharge that stays uniform.

## A microampere discharge in argon

Take $p=4$ Torr, $d=1$ cm, area 2 cm², $A=12$ /(cm Torr), $B=180$ V/(cm Torr), $\gamma=0.05$ and an ion mobility times pressure of 1000 cm² Torr/(V s). The current is 1 µA and the ballast is 3 MΩ.

Then $\theta=\ln21=3.045$, $b=\ln(48/3.045)=2.758$ and $V_b=720/2.758=261$ V. The ion speed is 653 m/s and $d/v=15.3$ µs, so

$$\tau=15.3\,(1.05-0.328)=11.1\ \text{µs},\qquad k=\frac{1.05\times3.045\times2.758}{261}=0.0338\ \text{V}^{-1},$$

$$L=\frac{11.06\times10^{-6}}{0.03377\times10^{-6}}=327\ \text{H}.$$

With $S=0.0449$, equation (4) gives a voltage drop of 0.49 V at 1 µA and $R_d=-0.98$ MΩ.

For comparison, I solved a fuller one-dimensional model numerically. Ions drift through 60 cells at a speed proportional to the local field, electrons multiply instantaneously, and the field follows from Gauss's law. Newton iteration gives the steady states, and the eigenvalues of the linearized equations, circuit included, give the rates. At 0.05 µA its slope is $-0.0481$ MΩ against $-0.0488$ MΩ from (4). At 1 µA it is $-0.752$ MΩ, so the quadratic law overstates the magnitude by 30% of the model value. The field there is already 12% above the breakdown value at the cathode and 8.5% below it at the anode. The slope $-0.752$ MΩ is used from here on. The 60-cell slope and rates differ from mesh-converged values by about 0.1%, which can change their last digit.

With no added capacitance, the leading eigenvalue changes sign at $R=0.752$ MΩ, as (3) requires. The remaining predictions compare as follows.

| Quantity | Formula | Fuller model |
|---|---|---|
| Rate at 3 MΩ, no cable (1/s) | −6870 | −8030 |
| Largest total $C$ at 3 MΩ (pF) | 145 | 125 |
| Onset frequency (Hz) | 632 | 741 |
| Growth at fixed voltage (1/s) | 2300 | 2710 |

The differences have a common pattern. Inserting the fuller model's values into the formulas and solving for $L$ gives $2.248\times10^6/8032=280$ H from the first row, 282 H from the second and 277 H from the last, instead of 327 H. One smaller inertia accounts for them all. At 0.05 µA the inertia differs from its formula by only 1%. Part of the cause is the field distortion at finite current, which the formula for $L$ omits. The raised field near the cathode moves ionization toward it and speeds up the ions there, so the feedback delay shortens. Evaluating $\tau$ and $k$ in the distorted static field lowers $L$ to about 303 H, roughly half of the difference. The rest is not explained here.

The gap's own capacitance is 0.18 pF, far below $L/R^2=36$ pF, so the bare discharge is in the regime of (3). Adding 250 pF makes the 3 MΩ point unstable, with a growth rate of 680 /s. The largest resistor allowed is then 1.7 MΩ by (6) and 1.5 MΩ in the fuller model. Reducing the ballast, with the current held at 1 µA by resetting the source, restores stability.

At very large $R$ the slow-motion formula fails. With the gap capacitance alone it predicts instability above about 2500 MΩ, whereas the fuller model is still stable at 3000 MΩ, the largest value tried. The predicted oscillation there has $\omega\simeq1/\sqrt{LC}=1.3\times10^5$ /s, so $\omega\tau\simeq1.5$, and the expansion in the ion delay is not justified.

The nonlinear fates also appear when the fuller model is stepped in time. With $R=0.75|R_d|=0.564$ MΩ, lowering all ion densities by 3% sends the current to 0.406 µA, the lower intersection of the load line. A quadratic characteristic given the fuller model's slope at $I_2=1$ µA, so that $a=|R_d|/(2I_2)$, would put it at $I_1=R/a-I_2=0.5$ µA. Raising the densities by 3% carries the current past 1.5 µA after 2.8 ms.

## Beside a real discharge

The coefficients are rough typical values for argon between metal electrodes. The reduced field, 65 V/(cm Torr), lies somewhat below the range where this ionization fit is normally used, so the slope is a model value. The current belongs to the Townsend regime, far below that of a sputtering glow, whose characteristic must be found separately. The least secure assumption is a constant $\gamma$. If the yield instead grows as the square root of the cathode field, an assumed law, the slope becomes $-2.2$ MΩ and the threshold moves from 0.75 to 2.2 MΩ. The 3 MΩ ballast still suffices without added capacitance, but the allowed total capacitance falls to about 40 pF. Formula (6) with $L$ unchanged would give 50 pF. Letting the ion speed grow as $\sqrt E$ changes the slope by less than 1%.

Lateral uniformity also needs support. For electrons with a diffusion-to-mobility ratio of 5 V, spreading while they cross the whole gap gives $Dt=(D/\mu)\,d/E=1.9\times10^{-6}$ m². Ions are born at a mean distance $v\tau=0.72\,d$ from the cathode, so the spreading per feedback cycle is 0.72 of this. The slowest sideways pattern in a tube of radius $r=8$ mm with a non-absorbing wall has wavenumber $q=1.84/r$. It is damped at roughly $0.72\,q^2Dt/\tau=6700$ /s, which exceeds the growth of 2710 /s. That growth holds for patterns much wider than the gap. Here $qd=2.3$, the field of the charge pattern also spreads sideways and the growth is smaller, so the comparison errs on the safe side. At fixed current density the growth rate does not depend on the area, while $q^2$ falls as the area rises, so a sufficiently wide discharge loses this protection. A fully absorbing wall would remove about 12% of the charge per feedback cycle, which raises the breakdown voltage by about $0.12/k\simeq4$ V.

Coaxial cable has roughly 100 pF per metre, so for this discharge a little over one metre between resistor and electrode uses up the 125 pF. Mounting the resistor at the electrode puts the cable on the source side, where a stiff source holds its voltage. The resistor must still exceed $|R_d|$ as measured for the actual gas and cathode.

Numbers in the example were calculated in double precision.
